# Logarithmic perturbation theory for hydrogen 1s in static fields, part 2

A hydrogen atom in its 1s state (fixed nucleus; non-relativistic electron of mass $m$, charge $-e$) is placed in a uniform static field along $z$, electric ($F$) or magnetic ($B$). We seek the energy and the logarithm of the wave function, and ask whether the corrections $G_n$ are polynomials at every order. The spin energy is omitted.

Lengths are in Bohr radii $a_0$, energies in $E_h=\hbar^2/(ma_0^2)$; $F_0=E_h/(ea_0)$, $B_0=\hbar/(ea_0^2)$. The perturbation is $\lambda V$:

$$
\text{electric: }\ \lambda=\frac F{F_0},\ V=z;
\qquad
\text{magnetic: }\ \lambda=\frac18\left(\frac B{B_0}\right)^2,\ V=x^2+y^2=r^2-z^2 .
$$

With $\psi=e^{-G}$ and $\psi_0=e^{-r}$,

$$
\tfrac12\nabla^2G-\tfrac12|\nabla G|^2-\frac1r+\lambda V=E ,
$$

$$
G=r+\sum_{n\ge1}\lambda^nG_n,\qquad E=-\tfrac12+\sum_{n\ge1}\lambda^nE_n ,
$$

$$
\mathcal L\,G_n=E_n-W_n,\qquad \mathcal L=\tfrac12\nabla^2-\partial_r,
$$

$$
W_n=V\delta_{n1}-\tfrac12\sum_{k=1}^{n-1}\nabla G_k\cdot\nabla G_{n-k}.
$$

$E_n=\langle W_n\rangle$, averaged over the 1s density $e^{-2r}/\pi$, with $\langle r^s\rangle=(s+2)!/2^{s+1}$.

**Part (d).** Electric: $G_1=z+\tfrac12rz$, $E_1=0$. Magnetic: $E_1=2$ and

$$
G_1=\tfrac13r(x^2+y^2)+\tfrac56(x^2+y^2)+\tfrac13z^2 .
$$

**Part (e), electric.** $E_2=-\tfrac94$, polarizability $\alpha=\frac92\,4\pi\varepsilon_0a_0^3$, and

$$
|\nabla G_1|^2=1+r+\frac{r^2}4+\frac{3z^2}4+\frac{z^2}r .
$$

**Part (f).** Let $c=\cos\theta=z/r$. Then

$$
\mathcal L(r^kc^b)=-k\,r^{k-1}c^b+\tfrac12\left[k(k+1)-b(b+1)\right]r^{k-2}c^b+\tfrac12b(b-1)\,r^{k-2}c^{b-2}.
$$

A source is *admissible* if it is a finite sum of terms $r^jc^b$ with $j\ge0$, $0\le b\le j+1$. The descending procedure starts at the highest power: for each non-constant term $w\,r^jc^b$, put $g=(w/k)\,r^kc^b$, $k=j+1$, into the solution and replace the source $W$ by $W+\mathcal Lg$. The constant finally left is $E_n$. An admissible source of highest power $J$ thus has a polynomial solution in $r$ and $z$ of degree at most $J+1$, built from terms $r^kc^b$ with $k\ge1$, $0\le b\le k$, without $r$ alone. The non-admissible source $c^2$ has no polynomial solution: at power $1/r$ it leaves $1-E-2c^2$, with $E$ here the constant sought.

### (g) Do the later sources stay in this class?

*Compute the scalar product of two gradients. What follows for $G_n$ at every order, and what is its degree?*

**Solution.** With $\partial_\theta=-\sin\theta\,\partial_c$,

$$
\nabla f\cdot\nabla g=\frac{\partial f}{\partial r}\frac{\partial g}{\partial r}+\frac{1-c^2}{r^2}\frac{\partial f}{\partial c}\frac{\partial g}{\partial c}.
$$

For $f=r^kc^b$ and $g=r^mc^d$ the first term gives $km\,r^{k+m-2}c^{b+d}$. The second gives $bd\,r^{k+m-2}(c^{b+d-2}-c^{b+d})$. Together,

$$
\nabla f\cdot\nabla g=(km-bd)\,r^{k+m-2}c^{b+d}+bd\,r^{k+m-2}c^{b+d-2}.
$$

Let both functions be terms of earlier corrections, so that $k,m\ge1$, $b\le k$ and $d\le m$. The resulting power $j=k+m-2$ is not negative. Admissibility requires the exponent of $c$ to be at most $j+1=k+m-1$. The second term satisfies this, as $b+d-2\le k+m-2$. The first can violate it in one case, $b+d=k+m$, which forces $b=k$ and $d=m$. Its coefficient is then $km-km=0$. Gradient products of earlier corrections are therefore admissible.

The induction can now be completed. Both perturbations are admissible: $z=rc$ has $j=b=1$, and $r^2-r^2c^2$ has $j=2$ with $b=0$ and $b=2$. Part (f) then gives a polynomial $G_1$. If $G_1,\dots,G_{n-1}$ are polynomials of the kind built in part (f), then $W_n$ is admissible and $G_n$ is of that kind too. Hence:

**At every order of the expansion in $\lambda$, for the electric and for the magnetic field, $G_n$ is a polynomial in $r$ and $z$ without a term linear in $r$ alone.**

The procedure uses addition, multiplication and division of rational numbers, so all coefficients and all $E_n$ are rational. Quotients such as $z^2/r$ do occur in the sources, but they are removed at each order.

For the degree, let $q$ be the degree of $V$, so $q=1$ for the electric and $q=2$ for the magnetic field. Then $G_1$ has degree at most $q+1$. Suppose that $G_k$ has degree at most $kq+1$ for all $k<n$. The source $W_n$ then has at most the power

$$
(kq+1)+\left[(n-k)q+1\right]-2=nq,
$$

and $G_n$ has at most the degree $nq+1$. The numerical check finds this degree attained up to order 10 in the electric and order 6 in the magnetic field.

Reflection in the plane $z=0$ changes $V=z$ into $-V$, which is the same as changing the sign of $\lambda$. The energy in the electric field is therefore even in $\lambda$, and its odd coefficients vanish.

### (h) Second order by hand

*Carry out the descending procedure for $G_2$ in the electric field. Then find $E_2$ in the magnetic field.*

**Solution, electric field.** By part (e), $W_2=-\tfrac12|\nabla G_1|^2$ is

$$
W_2=-\tfrac18r^2-\tfrac38r^2c^2-\tfrac12r-\tfrac12rc^2-\tfrac12 .
$$

*Power 2.* The term $-\tfrac18r^2$ requires $-\tfrac1{24}r^3$ in $G_2$. Since $\mathcal Lr^3=-3r^2+6r$, this adds $-\tfrac14r$ to the source. The term $-\tfrac38r^2c^2$ requires $-\tfrac18r^3c^2$. Since $\mathcal L(r^3c^2)=-3r^2c^2+3rc^2+r$, this adds $-\tfrac38rc^2-\tfrac18r$.

*Power 1.* The coefficient of $r$ is now $-\tfrac12-\tfrac14-\tfrac18=-\tfrac78$, and that of $rc^2$ is $-\tfrac12-\tfrac38=-\tfrac78$. They require $-\tfrac7{16}r^2$ and $-\tfrac7{16}r^2c^2$. Since $\mathcal Lr^2=-2r+3$ and $\mathcal L(r^2c^2)=-2rc^2+1$, these add $-\tfrac{21}{16}$ and $-\tfrac7{16}$.

*Power 0.* The remaining constant is the energy:

$$
E_2=-\tfrac12-\tfrac{21}{16}-\tfrac7{16}=-\tfrac94 .
$$

It agrees with the average found in part (e). With $rc=z$ the solution is

$$
G_2=-\tfrac7{16}(r^2+z^2)-\tfrac1{24}r^3-\tfrac18rz^2 .
$$

**Solution, magnetic field.** Part (d) gives $G_1=\tfrac13r^3(1-c^2)+\tfrac56r^2-\tfrac12r^2c^2$. Its derivatives are

$$
\frac{\partial G_1}{\partial r}=r^2(1-c^2)+r\left(\tfrac53-c^2\right),\qquad
\frac1r\frac{\partial G_1}{\partial c}=-c\left(\tfrac23r^2+r\right).
$$

Averages over angle follow from $\overline{c^2}=\tfrac13$ and $\overline{c^4}=\tfrac15$. The square of the radial derivative averages to $\tfrac8{15}r^4+\tfrac{88}{45}r^3+\tfrac{28}{15}r^2$. The angular part is $(1-c^2)c^2\left(\tfrac49r^4+\tfrac43r^3+r^2\right)$, and its angular factor averages to $\tfrac2{15}$. The sum is

$$
\overline{|\nabla G_1|^2}=\tfrac{16}{27}r^4+\tfrac{32}{15}r^3+2r^2 .
$$

With $\langle r^4\rangle=\tfrac{45}2$, $\langle r^3\rangle=\tfrac{15}2$ and $\langle r^2\rangle=3$,

$$
E_2=-\tfrac12\left(\tfrac{40}3+16+6\right)=-\tfrac{53}3 .
$$

The sign is negative in both fields because $E_2=-\tfrac12\langle|\nabla G_1|^2\rangle$: the state lowers its energy by adapting to the perturbation.

### (i) Relation to ordinary perturbation theory

*Expand $e^{-G}$ in $\lambda$. Are the energies those of Rayleigh–Schrödinger theory, and how do the two sets of polynomials compare?*

**Solution.** Write $\psi=e^{-r}\sum_n\lambda^n\chi_n$ with $\chi_0=1$. Differentiating $\psi=e^{-G}$ with respect to $\lambda$ gives $\partial_\lambda\psi=-\left(\sum_kk\lambda^{k-1}G_k\right)\psi$. The coefficient of $\lambda^{n-1}$ is

$$
n\chi_n=-\sum_{k=1}^nk\,G_k\,\chi_{n-k},
$$

so that $\chi_1=-G_1$ and $\chi_2=\tfrac12G_1^2-G_2$. The equation for $G_1$ is thus the Dalgarno–Lewis equation for the ratio $\psi_1/\psi_0$, apart from the sign.

Each $\chi_ne^{-r}$ is normalizable, and the series solves the Schrödinger equation order by order. Suppose a second such series $\tilde\psi$, with energy $\tilde E$, starts from the same $\psi_0$. As the Hamiltonian is Hermitian on these decaying functions, $(E-\tilde E)\langle\tilde\psi|\psi\rangle=0$ as a power series. The overlap starts with a non-zero constant, so $E=\tilde E$ in every coefficient. The logarithmic method therefore gives the Rayleigh–Schrödinger energies.

The polynomials differ in size. A product of $s$ factors $G_k$ whose orders add up to $n$ has degree at most $nq+s$. The largest $s$ is $n$, reached by $(-G_1)^n/n!$, so $\chi_n$ has degree $n(q+1)$, against at most $nq+1$ for $G_n$. At fourth order in the magnetic field, $G_4$ has degree 9 and 28 terms, while $\chi_4$ has degree 12 and 43 terms. The exponent omits the products of lower orders that the wave function must carry.

### (j) What the theorem does not promise

*Is $e^{-G}$ with a truncated $G$ a normalizable state? Does the series converge?*

**Solution.** In the electric field, follow the negative $z$ axis, where $z=-r$. To first order the exponent is

$$
r+\lambda G_1=r\left(1-\lambda-\tfrac12\lambda r\right),
$$

which is negative beyond $r=2(1-\lambda)/\lambda$. There $e^{-G}$ grows without limit and cannot be normalized. The exact problem has no bound state either: $\lambda z$ falls without bound on that side, and the electron can tunnel out. The 1s level becomes a resonance. All $E_n$ are real, so no finite order of the series gives its decay rate.

In the magnetic field the potential confines the electron across the field, yet truncation can still fail. Keep the highest powers of $r$ at each order. The Laplacian and the Coulomb term then drop out, and $|\nabla G|^2=1+2\lambda V$. In the plane $z=0$ the gradient is radial by symmetry, so

$$
\frac{dG}{dr}\approx\sqrt{1+2\lambda r^2}=1+\lambda r^2-\tfrac12\lambda^2r^4+\dots
$$

The root is positive, but its expansion alternates in sign from the second term on and converges for $2\lambda r^2\le1$ alone. Integration gives $\tfrac13\lambda r^3$ at first and $-\tfrac1{10}\lambda^2r^5$ at second order, so the second-order truncation turns negative far out. The fault lies in the truncation, not in the state.

As to convergence, the ratios $E_{n+2}/E_n$ in the electric field for $n=2,4,6,8$ are 24.7, 88.4, 161.8 and 244.9. If they grow without limit, the series diverges for every non-zero field. Four ratios suggest this but do not prove it. The magnetic series shows the same trend with alternating signs: $E_{n+1}/E_n$ for $n=1,\dots,5$ is $-8.8$, $-35.1$, $-64.4$, $-96.7$ and $-133.0$. In weak fields the first terms still decrease quickly.

### (k) Numbers for two fields

*Find the energy shift for $F=5\times10^9$ V/m, and separately for $B=10^4$ T.*

**Solution, electric field.** With $F_0=5.1422\times10^{11}$ V/m, $\lambda=9.7235\times10^{-3}$ and $\lambda^2=9.4546\times10^{-5}$. The second-order shift is

$$
-\tfrac94\times9.4546\times10^{-5}\times4.3597\times10^{-18}\ \mathrm J=-9.274\times10^{-22}\ \mathrm J,
$$

or $-5788.6$ µeV. The fourth-order coefficient is $-\tfrac{3555}{64}$, which is $24.69$ times the second. That term is smaller by the factor $24.69\,\lambda^2=2.334\times10^{-3}$ and equals $-13.5$ µeV. The sixth order adds $-0.11$ µeV. The total is $-5802.2$ µeV, or $-9.296\times10^{-22}$ J. The truncated exponent of part (j) changes sign at $204\,a_0$, far outside the atom. The level is a resonance, but its width, estimated from the known weak-field formula $(4/\lambda)\,e^{-2/(3\lambda)}E_h$, is only about $10^{-27}E_h$ here. A field of this strength exceeds the breakdown field of macroscopic gaps and is met near sharp tips.

**Solution, magnetic field.** With $B_0=2.3505\times10^5$ T, $B/B_0=4.2544\times10^{-2}$ and $\lambda=2.2625\times10^{-4}$. The first-order shift is

$$
2\times2.2625\times10^{-4}\times4.3597\times10^{-18}\ \mathrm J=1.973\times10^{-21}\ \mathrm J,
$$

or $12313.0$ µeV. The second order is $-\tfrac{53}6\lambda=-1.999\times10^{-3}$ times this, that is $-24.6$ µeV, and the third adds $0.2$ µeV. The total diamagnetic shift is $12288.6$ µeV, or $1.969\times10^{-21}$ J. The linear spin energy is not included; its size, $e\hbar B/2m=0.58$ eV, is about 47 times the diamagnetic shift. A field of $10^4$ T is far above steady laboratory fields and occurs in magnetic white dwarfs.

The numerical check carries the series further, to order 10 in the electric and order 6 in the magnetic field. The orders not shown above change each total by less than $0.01$ µeV. These longer sums are compared with a diagonalization in a finite basis of localized functions, and they agree within $10^{-11}E_h$. This tests the solution within the model. Motion of the nucleus and relativity are left out, so the totals are not predictions for a real atom beyond two or three digits. The finite proton mass multiplies both leading terms by $(m/\mu)^3=1.0016$, with $\mu$ the reduced mass. This moves the electric total by $-9.5$ µeV and the magnetic total, for an atom with no motion across the field, by $+20.0$ µeV, amounts comparable to the next-order terms computed above. The relativistic correction to the omitted spin energy is about $10$ µeV at this field.

## Computed values

```
a0 = 5.291772e-11 m
E_h = 4.359745e-18 J
F0 = 5.142207e+11 V/m
B0 = 2.350518e+05 T
Polynomials: r and z in a0
electric G1 = (1) z + (1/2) r z
electric G2 = (-7/16) r^2 + (-7/16) z^2 + (-1/24) r^3 + (-1/8) r z^2
magnetic G1 = (5/6) r^2 + (-1/2) z^2 + (1/3) r^3 + (-1/3) r z^2
electric n=1: degree, terms of G_n: 2, 2; of psi_n/psi_0: 2, 2
electric n=2: degree, terms of G_n: 3, 4; of psi_n/psi_0: 4, 5
electric n=3: degree, terms of G_n: 4, 6; of psi_n/psi_0: 6, 9
electric n=4: degree, terms of G_n: 5, 10; of psi_n/psi_0: 8, 16
magnetic n=1: degree, terms of G_n: 3, 4; of psi_n/psi_0: 3, 4
magnetic n=2: degree, terms of G_n: 5, 10; of psi_n/psi_0: 6, 13
magnetic n=3: degree, terms of G_n: 7, 18; of psi_n/psi_0: 9, 26
magnetic n=4: degree, terms of G_n: 9, 28; of psi_n/psi_0: 12, 43
electric E_2 = -9/4 E_h
electric E_4 = -3555/64 E_h
electric E_6 = -2512779/512 E_h
electric E_8 = -13012777803/16384 E_h
magnetic E_1 = 2 E_h (coefficient of (B/B0)^2: 1/4)
magnetic E_2 = -53/3 E_h (coefficient of (B/B0)^4: -53/192)
magnetic E_3 = 5581/9 E_h (coefficient of (B/B0)^6: 5581/4608)
magnetic E_4 = -21577397/540 E_h (coefficient of (B/B0)^8: -21577397/2211840)
electric ratios E_(n+2)/E_n, n=2,4,6,8: 24.7, 88.4, 161.8, 244.9
electric E_2 by quadrature = -2.25000 E_h
electric E_4 by quadrature = -55.54688 E_h
magnetic E_2 by quadrature = -17.66667 E_h
magnetic E_3 by quadrature = 620.11111 E_h
electric: largest relative deviation from matrix theory, orders to 10: 1e-13
magnetic: largest relative deviation from matrix theory, orders to 6: 6e-14
polarizability = 7.41950e-41 C m^2/V
F = 5.0e+09 V/m, lam = F/F0 = 9.723452e-03
electric shift, order 2 = -5788.6078 micro-eV
electric shift, order 4 = -13.5111 micro-eV
electric shift, order 6 = -0.1129 micro-eV
B = 1.0e+04 T, B/B0 = 4.254382e-02, lam = 2.262471e-04
magnetic shift, order 1 = 12312.9941 micro-eV
magnetic shift, order 2 = -24.6077 micro-eV
magnetic shift, order 3 = 0.1954 micro-eV
electric shift, series to order 10 = -5802.2336 micro-eV = -9.296203e-22 J
electric shift, diagonalization = -5802.2336 micro-eV
magnetic shift, series to order 6 = 12288.5790 micro-eV = 1.968847e-21 J
magnetic shift, diagonalization = 12288.5790 micro-eV
r + lam G1 (electric, z=-r) changes sign at r = 203.69 a0
r + lam G1 + lam^2 G2 (magnetic, z=0, r=1000 a0) = -5.081e+06
control source cos^2: terms left at 1/r = (1) c^0, (-2) c^2
```
